Why one-electron X2C overestimates spin-orbit splittings in many-electron atoms

**Question**

I understood "exact two-component" to mean that X2C reproduces the Dirac result, so I switched from four-component Hartree–Fock to the one-electron variant (X2C-1e). For the one-electron ion Si¹³⁺ the 2p splitting agrees with the Dirac formula. For Si⁴⁺, in the same uncontracted basis, I get 823 meV against 692 meV from four-component Dirac–Coulomb Hartree–Fock. Which part of "exact" has failed? Is the decoupling matrix wrong, or is a term missing? If a term is missing, why is it not a small higher-order correction, and how far can I trust Boettger scaling or an atomic mean-field correction to repair it?

**Answer**

For this ion the decoupling matrix is adequate. What fails is that X2C-1e transforms the one-electron Hamiltonian and leaves 1/r₁₂ as it is. The untransformed repulsion contains no spin-orbit operator, while the transformed one does, at the same order in 1/c as the nuclear term and with the opposite sign. Below, atomic units are used in the algebra, the nucleus is a point charge Z, the atom is spherical, and everything is at Hartree–Fock level. The reference is four-component Dirac–Coulomb Hartree–Fock (DC) in the same basis, and a splitting is a difference of orbital energies, Δ = ε(p3/2) − ε(p1/2). All numbers are in the numerical output that follows or are obtained from it by arithmetic.

**What is exact for one electron**

A central-field spinor has radial amplitudes P (large) and Q (small) and a quantum number κ, with κ = −1, +1, −2 for s1/2, p1/2, p3/2. With D = d/dr + κ/r, its adjoint D† = −d/dr + κ/r, and the rest energy subtracted,

V P + c D†Q = ε P
c D P + (V − 2c²) Q = ε Q

Expand P in functions P_μ and Q in the kinetically balanced partners Q_μ = DP_μ/2c. Define S = ⟨P|P⟩, V = ⟨P|V|P⟩, T = ½⟨DP|DP⟩, W = ⟨DP|V|DP⟩. The coupling block is c⟨P_μ|D†|Q_ν⟩ = c·(1/2c)·2T = T. The small overlap is 2T/4c² = T/2c². The small diagonal block is W/4c² − 2c²·T/2c² = W/4c² − T. Hence hC = MCε with

h = [[V, T], [T, W/4c² − T]],  M = [[S, 0], [0, T/2c²]]

With n functions there are n positive-energy solutions, with blocks C_L and C_S. Define

X = C_S C_L⁻¹,  S̃ = S + X†TX/2c²
R = S^(−1/2) B^(−1/2) S^(1/2),  B = S^(−1/2) S̃ S^(−1/2)
U = (R; XR), a 2n × n matrix

Then U†MU = R†S̃R = S^(1/2) B^(−1/2) B B^(−1/2) S^(1/2) = S. Put c = R⁻¹C_L. Then Uc = (C_L; XC_L) = (C_L; C_S) = C. Multiplying hC = MCε from the left by U† gives

h₊ c = S c ε,  h₊ = U†hU

So h₊ has the positive-energy spectrum of the Dirac matrix from which X was built. This is the whole content of the word "exact": one particle, one fixed potential, one basis. It was tested on the lowest levels of each κ in Si¹³⁺, and in the 22s20p even-tempered Gaussian basis used here the 2p splitting is 1751.00 meV both from h₊ and from the Dirac formula.

**What a consistent many-electron treatment requires**

The DC Fock matrix is F = h + G[D], where D is the four-component density matrix. For a spherical atom with w_b electrons in subshell b,

G_κ(μν) = ∫ (P_μP_ν + Q_μQ_ν) V_H dr − Σ_b w_b Σ_k (j k j_b; ½ 0 −½)² R^k(μb; bν)

V_H is the Hartree potential of ρ = Σ_b w_b (P_b² + Q_b²). R^k is the Slater integral with kernel r_<^k / r_>^(k+1) between the overlap densities P_μP_b + Q_μQ_b and P_bP_ν + Q_bQ_ν, and k runs over values with l + k + l_b even.

Repeat the argument above with F in place of h. If U is built from the converged F, then C = Uc, the density is D = U d U† with d the two-component density, and

[U†hU + U†G[UdU†]U] c = S c ε

This two-component equation has the DC orbital energies as its self-consistent solution. It was tested by running it as a separate self-consistent calculation started from the X2C-1e potential, which returns the DC value 691.815 meV for 2p.

X2C-1e departs from this in two ways. It takes U₀ from the bare-nucleus h instead of F, and it replaces U†G[UdU†]U by G⁰[d], the repulsion evaluated as if the coefficients c multiplied the functions P_μ with no small component. The two changes can be separated. Keep U₀ but transform the interaction: the splitting is 691.818 meV, within 0.003 meV of DC, and the total energy lies 0.129 meV below DC. The total energy is insensitive because the DC energy is stationary under all orbital rotations, so a slightly wrong positive-energy subspace enters at second order. The sign follows from the saddle-point character of the solution, a minimum under rotations e among positive-energy states and a maximum under rotations p towards negative-energy states. For fixed p near the solution (e*, p*), min_e E(e, p) ≤ E(e*, p) ≤ E(e*, p*). For this ion the choice of X is therefore not the source of the 132 meV. The source is the omitted picture-change operator

δ[d] = U†G[UdU†]U − G⁰[d]

which is linear in d.

**The untransformed repulsion carries no spin-orbit operator**

Take a closed shell in which p1/2 and p3/2 share one radial function. The direct term of G⁰ is ∫P_μP_νV_H dr, with no reference to j. For exchange, list the weights w_b (3j)² acting on a p electron.

From an s² shell, k = 1: for j = 1/2 the weight is 2·(1/6) = 1/3, and for j = 3/2 it is 2·(1/6) = 1/3.
From p⁶, k = 0: for j = 1/2 it is 2·(1/2) = 1, and for j = 3/2 it is 4·(1/4) = 1.
From p⁶, k = 2: for j = 1/2 the p3/2 subshell gives 4·(1/10) = 2/5 (the triangle rule excludes p1/2), and for j = 3/2 the two subshells give 2·(1/10) + 4·(1/20) = 2/5.

The weights coincide and the Slater integrals are common, so G⁰ is the same matrix for both j. The reason is that 1/r₁₂ is the unit operator in spin space, and such a closed shell has a density matrix that is also the unit in spin space. In the numerical test the largest element of G⁰(κ=−2) − G⁰(κ=1) is 3.9·10⁻¹⁰ meV, while the transformed interaction built from the same orbitals separates the two levels by −118.94 meV.

**The missing term at leading order**

First find where j enters h₊. For basis functions f and g,

W = ∫ V (f′ + κf/r)(g′ + κg/r) dr = ∫ V f′g′ dr + κ ∫ (V/r)(fg)′ dr + κ² ∫ V fg/r² dr

Integrate the middle term by parts. The boundary term V fg/r vanishes, because fg ~ r⁴ at the origin for p functions and decays at infinity. Since (V/r)′ = V′/r − V/r²,

κ ∫ (V/r)(fg)′ dr = −κ ∫ fg V′/r dr + κ ∫ V fg/r² dr

W = ∫ V [f′g′ + κ(κ+1) fg/r²] dr − κ ∫ fg V′/r dr

For both j of a given l, κ(κ+1) = l(l+1): it is 2 for κ = 1 and for κ = −2. Writing −κ = 1 + σ·L, where σ·L = −κ − 1 is −2 for p1/2 and +1 for p3/2, the j-dependent part is

W_SO = (σ·L) ∫ fg V′/r dr

Setting V = 1 in the same formula shows that T does not depend on j.

Now expand in 1/c², which is legitimate for orbitals with |ε| ≪ c² whose weight lies where |V| ≪ c². The lower row of the Dirac equation, TC_L + (W/4c² − T)C_S = (T/2c²)C_S ε, gives T(C_L − C_S) = O(c⁻²), so X = 1 + ξ with ξ = O(c⁻²). Insert this in h₊ = R†[V + TX + X†T + X†(W/4c² − T)X]R. The kinetic terms are

(T + Tξ) + (T + ξ†T) − (T + Tξ + ξ†T + ξ†Tξ) = T − ξ†Tξ = T + O(c⁻⁴)

and the W term is W/4c² + O(c⁻⁴). Also S̃ = S + T/2c² + O(c⁻⁴), so R is independent of j through order c⁻². At that order all j dependence sits in W_SO/4c², and the difference of σ·L between the levels is 1 − (−2) = 3. A local potential V splits a p level by

Δ⁽¹⁾ = (3/4c²) ⟨V′/r⟩

For the nucleus, V = −Z/r and V′ = Z/r², so Δ_nuc = +(3/4c²) Z ⟨r⁻³⟩.

The Hartree potential enters the four-component Fock matrix in the same places as V: as V_H in the large block and W[V_H]/4c² in the small block. Transforming gives R†(V_H + X†W[V_H]X/4c²)R, and the same formula applies. With N(r) = ∫₀^r ρ dr′,

V_H = N(r)/r + ∫_r^∞ ρ(r′)/r′ dr′
V_H′ = −N/r² + ρ/r − ρ/r = −N(r)/r²

Δ_dir = −(3/4c²) ⟨N(r)/r³⟩ = −(3/4c²) Q_dir ⟨r⁻³⟩,  Q_dir = ⟨N/r³⟩/⟨r⁻³⟩

This is the direct mean field of the spin-same-orbit interaction: the electron's spin couples to its own orbital motion in the electric field of the total electron density. That density includes the electron's own charge, whose contribution is cancelled by the exchange term. X2C-1e keeps V_H in the large block and drops W[V_H]. The electron's orbit is screened, so ⟨r⁻³⟩ is right, but the field in the spin-orbit operator is that of the bare nucleus.

This answers the question about order. Both terms carry 3/4c², so their ratio −Q_dir/Z contains no c, and the relative error survives the nonrelativistic limit. The test is to double c. The DC splitting falls to 172.280 meV, and 4 × 172.280 = 689.12 meV lies 0.4% below 691.815 meV, a deviation of the scale of (Z/c)² = 0.0104. The X2C-1e excess over DC is 19.02% at both values of c.

**Reading the Si⁴⁺ 2p numbers**

The first-order terms use one common radial vector v, the X2C-1e 2p3/2 orbital. The prefactor 3/4c² is 0.161045 meV Å³, with ⟨r⁻³⟩ = 324.359 Å⁻³ and ⟨N/r³⟩ = 645.252 Å⁻³.

One unit of charge: 0.161045 × 324.359 = 52.24 meV
Nuclear: 14 × 52.236 = 731.3 meV
Direct screening: −0.161045 × 645.252 = −103.9 meV
Q_dir = 645.252 / 324.359 = 1.989

Both leading-order formulas were tested against the unexpanded matrices. The expectation value of h₊(κ=−2) − h₊(κ=1) is 724.32 meV, 1.0% below the formula. The transformed Hartree term gives −103.57 meV, 0.3% smaller in size than the formula.

The full first-order picture change, v†[δ(κ=−2) − δ(κ=1)]v, is −118.99 meV. The remainder after subtraction is −118.99 + 103.57 = −15.42 meV, or 15.42/52.24 = 0.30 of an electron. It is the exchange part up to a term of order c⁻⁴, because the −103.57 meV uses V_H of the untransformed density while δ uses V_H of the transformed one. For this orbital exchange adds to the screening.

The self-consistent X2C-1e splitting of 823.4 meV exceeds the nuclear term by about 100 meV, which needs an explanation given that G⁰ has no spin-orbit operator. The proof above assumed equal radial functions. The nuclear term makes the p1/2 and p3/2 orbitals differ, and the p–p exchange weights are distributed differently over the two subshells, so G⁰ acquires a j dependence as a response. Its value is +90.42 meV, and 724.32 + 90.42 = 814.74 meV. The remaining 8.6 meV has a definite sign. The vector v is an eigenvector for κ = −2, so ε(p3/2) = v†F(−2)v, whereas ε(p1/2) is the lowest root for κ = 1 and obeys ε(p1/2) ≤ v†F(1)v. Therefore Δ ≥ 814.74 meV.

To first order the response is linear in the spin-orbit operator that drives it. If screening and nuclear operators had the same radial shape, they would be amplified by the same factor, and the fractional screening would be the same at first order and at self-consistency. The shapes differ through N(r), so the equality is approximate. It was tested:

first order: −118.99 / 724.32 = −0.1643
self-consistent: (691.815 − 823.371) / 823.371 = −0.1598

Define the effective screening charge by Δ_DC = Δ_1e (1 − Q_eff/Z). Then Q_eff = 14 × 0.1598 = 2.237, and the excess relative to DC is

Δ_1e/Δ_DC − 1 = Q_eff/(Z − Q_eff) = 2.237/11.763 = 19.0%

Along the neon-like series, Q_eff for 2p is 2.189 (Ne), 2.237 (Si⁴⁺) and 2.251 (Ar⁸⁺), and the excess falls from 28.0% through 19.0% to 14.3%; the decrease with Z is tested. The absolute error grows, from 158.95 − 124.16 = 34.8 meV in Ne to 2706.41 − 2367.94 = 338.5 meV in Ar⁸⁺. In relative terms neon, the lightest of the three, is the worst case.

The spin-free part of δ is also missing. It shows up in the 1s orbital energy, 452 meV above the DC value of −1932.177 eV, and in the total energy, 589 meV above DC.

**Boettger scaling**

The near constancy of Q_eff suggests replacing N(r) by a fixed number. Boettger scaling takes, for angular momentum l, the electrons in all filled shells with principal quantum number up to l,

Q(l) = Σ_{n=1}^{l} 2n² = l(l+1)(2l+1)/3

so Q(p) = 2, and modifies the spin-orbit part of the one-electron matrix,

h_SO(μν) → h_SO(μν) − √(Q_μ/Z_μ) h_SO(μν) √(Q_ν/Z_ν)

where Z_μ is the charge of the nucleus that carries function μ. On one centre and one l this is the factor 1 − Q/Z, here 1 − 2/14 = 0.85714. For a p block, h_SO is taken as h_κ minus the average (h₁ + 2h₋₂)/3 weighted by 2j + 1; this average removes a σ·L term because (−2 + 2·1)/3 = 0. The factor can be applied to h₊ after decoupling or to W before it.

If the splitting is linear in the spin-orbit operator, the scaled value is 0.85714 × 823.371 = 705.7 meV. The self-consistent results are 705.4 meV (on h₊) and 705.6 meV (on W), both 2.0% above DC. The fraction of the X2C-1e error that remains follows from the two linear formulas:

(Δ_B − Δ_DC)/(Δ_1e − Δ_DC) = [(1 − 2/Z) − (1 − Q_eff/Z)] / (Q_eff/Z) = (Q_eff − 2)/Q_eff

For 2p this is 0.237/2.237 = 10.6%, against computed values of 10.3% and 10.4%.

The agreement of Q_dir = 1.989 with Q = 2 should not be read as "the 1s pair screens completely". N(r) in Q_dir counts all ten electrons, and the 1s contribution is below 2, since the enclosed 1s charge is below 2 at every finite r and the r⁻³ weight favours small r. The scaling is an empirical constant standing in for a weighted average plus an exchange term.

Q(l) does not depend on n, so a second shell probes the weak point. The lowest virtual p orbital of Si⁴⁺ describes the 3p electron of Si³⁺ in a frozen core. DC gives 57.98 meV and X2C-1e 69.37 meV (19.6% above DC, Q_eff = 2.298). Boettger scaling gives 59.43 and 59.45 meV, 2.5% above DC, leaving 12.7% and 12.9% of the error, where (2.298 − 2)/2.298 = 13.0%. That the residue is larger for 3p than for 2p is tested, but the increase is small, although the outer lobe of 3p lies outside most of the ten core electrons. My conjecture, not checked separately, is that the r⁻³ weight comes mostly from the inner lobe, which overlaps the 2p region. Nothing here tests d or f shells, heavy atoms or the two-centre elements. The scaling also leaves the s block untouched and contains no spin-free picture change.

**Atomic mean-field terms**

Instead of guessing Q, compute δ once for a reference atom A by a four-component calculation. With U_A from its Fock matrix, D_A its density and d_A the two-component image (c = S⁻¹U_A†MC, which follows from C = U_A c and U_A†MU_A = S),

δ_A = U_A†G[D_A]U_A − G⁰[d_A]
F_AMF[d] = U_A†hU_A + δ_A + G⁰[d]

The fully transformed operator with the same U_A is U_A†hU_A + δ[d] + G⁰[d]. Subtracting, and using linearity of δ,

F_AMF[d] − F_transformed[d] = δ[d_A − d]

For d = d_A the scheme returns the four-component orbital energies by construction, which proves nothing; the total energy needs a constant discussed below. The meaningful test is a transfer, here from neutral Si, with its two 3p electrons spread evenly over the six 3p spinors, to Si⁴⁺. The 2p splitting is 691.45 meV, 0.05% below DC, and the 3p splitting is 57.80 meV, 0.32% below DC. What remains is −0.28% and −1.6% of the X2C-1e error. The negative sign is what δ[d_A − d] suggests: the reference has four more electrons, so it screens too much, and those electrons overlap 3p more than 2p. The change of the core density between atom and ion also contributes and was not separated.

The sharpest test of the cause is to add to plain X2C-1e, with its bare-nucleus U₀, nothing but the j-dependent part of δ_A, extracted with the same weighted average. The splittings become 691.30 and 57.79 meV, 0.07% and 0.33% below DC. The spin-orbit part of the picture change alone removes the discrepancy in both shells and slightly overshoots, leaving −0.39% (2p) and −1.70% (3p) of the X2C-1e error.

One number looks like a failure. With the full AMF operator the 1s error drops from +452 meV to −1.4 meV, yet the total energy is 594 meV below DC, as far off as X2C-1e on the other side. This is double counting. With traces running over all spinors, the two-electron picture-change energy is ½ tr(d δ[d]). Put d = d_A + η and use linearity and the symmetry tr(a δ[b]) = tr(b δ[a]):

½ tr(d δ[d]) = ½ tr(d_A δ_A) + tr(η δ_A) + ½ tr(η δ[η])
             = tr(d δ_A) − ½ tr(d_A δ_A) + ½ tr(η δ[η])

The energy in the output treats δ_A as a one-electron operator, so it contains tr(d δ_A) without the constant −½ tr(d_A δ_A). Up to the η² term it is off by +½ tr(d_A δ_A). X2C-1e omits ½ tr(d δ[d]) altogether, so to first order its error of +589 meV equals −½ tr(d δ[d]). If η contributes little, ½ tr(d_A δ_A) is close to −589 meV, consistent with the −594 meV found. The constant was not evaluated separately. It depends on the reference atom alone and drops out of orbital energies, but it must be restored before total energies are compared with four-component ones.

**What the reference itself leaves out**

All percentages above are relative to DC Hartree–Fock orbital energies. As an independent check of the radial calculation, Fock matrices were rebuilt in a smaller 8s6p basis from PySCF's analytic spinor integrals, for both DC and X2C-1e; the occupied orbital energies agree to 3·10⁻⁵ meV. That check confirms the implementation, not the physics of the model. DC omits the Gaunt or Breit interaction, which contains the spin-other-orbit term. In the 8s6p basis, where DC gives 685.64 meV and X2C-1e 817.15 meV, the first-order Gaunt shift with frozen orbitals is −32 meV, or −4.7% of the DC splitting; its negative sign is tested. That is more than twice the 2.0% by which Boettger scaling exceeds DC, and it lowers the target further, so against a Dirac–Coulomb–Gaunt reference both X2C-1e and Boettger scaling would lie higher than quoted here. A mean field built from the Coulomb operator, as above, can at best approach DC; the spin-other-orbit screening enters when the reference atom is computed with the Gaunt or Breit term. Electron correlation, relaxation around a core hole, finite nuclear size and QED corrections are absent from every number given, so none of them is a prediction of a measured doublet.

Calculated quantities

```
Z = 14, c = 137.035999 a.u., (Z/c)^2 = 0.01044, Hartree = 27.211386 eV
basis 22s20p, ratio 2.2, smallest exponent 0.14284 A^-2
Si13+ 2p splitting: Dirac formula 1751.00 meV, X2C-1e 1751.00 meV
Boettger factor 1 - 2/Z = 0.85714
2p DC: 691.815 meV, vs DC +0.000 %, error left 0.00 %
2p X2C-1e: 823.371 meV, vs DC +19.016 %, error left 100.00 %
2p Boettger on h: 705.381 meV, vs DC +1.961 %, error left 10.31 %
2p Boettger on W: 705.551 meV, vs DC +1.986 %, error left 10.44 %
2p AMF full: 691.446 meV, vs DC -0.053 %, error left -0.28 %
2p AMF spin-orbit only: 691.302 meV, vs DC -0.074 %, error left -0.39 %
2p transformed, bare U: 691.818 meV, vs DC +0.000 %, error left 0.00 %
2p transformed, Fock U: 691.815 meV, vs DC +0.000 %, error left 0.00 %
2p Qeff = 2.237 electrons
3p DC: 57.983 meV, vs DC +0.000 %, error left 0.00 %
3p X2C-1e: 69.369 meV, vs DC +19.636 %, error left 100.00 %
3p Boettger on h: 59.432 meV, vs DC +2.499 %, error left 12.73 %
3p Boettger on W: 59.447 meV, vs DC +2.524 %, error left 12.86 %
3p AMF full: 57.797 meV, vs DC -0.321 %, error left -1.63 %
3p AMF spin-orbit only: 57.790 meV, vs DC -0.334 %, error left -1.70 %
3p transformed, bare U: 57.983 meV, vs DC +0.000 %, error left 0.00 %
3p transformed, Fock U: 57.983 meV, vs DC +0.000 %, error left 0.00 %
3p Qeff = 2.298 electrons
DC: e(1s) -1932.177, e(2p1/2) -169.008, e(2p3/2) -168.316, E -7777.085 eV
X2C-1e minus DC: e(1s) +451.514 meV, E +588.938 meV
AMF full minus DC: e(1s) -1.436 meV, E -593.554 meV
transformed, bare U minus DC: e(1s) -0.100 meV, E -0.129 meV
equal p orbitals, j dependence of G: untransformed max 3.9e-10 meV, transformed -118.94 meV
prefactor 3/(4c^2) = 0.161045 meV A^3
2p <r^-3> = 324.359 A^-3, <N/r^3> = 645.252 A^-3, Qdir = 1.989
nuclear: formula 731.31 meV, from h+ 724.32 meV
direct screening: formula -103.91 meV, from U -103.57 meV
picture change total -118.99 meV, exchange part -15.42 meV
exchange response already in X2C-1e 90.42 meV
screening ratio: first order -0.1643, SCF -0.1598
c doubled: DC 172.280 meV, X2C-1e 205.056 meV, excess 19.02 % (true c 19.02 %)
Ne 2p: DC 124.16 meV, X2C-1e 158.95 meV, excess 28.02 %, Qeff 2.189
Ar8+ 2p: DC 2367.94 meV, X2C-1e 2706.41 meV, excess 14.29 %, Qeff 2.251
8s6p: ratios 4.0, 3.2, smallest s 3.2140, p 2.8569 A^-2
8s6p max deviation from PySCF: DC 3.0e-05 meV, X2C-1e 3.0e-05 meV
8s6p 2p: DC 685.64 meV, X2C-1e 817.15 meV
8s6p first-order Gaunt change -32.32 meV = -4.7 %
```
